# Lattice shrinkage from an uncorrected Pulay stress in silicon

## A cell at zero pressure that is too small

A two-atom silicon cell, with its shape held cubic, is relaxed in the local density approximation (LDA) until its reported pressure is zero. With plane waves up to 381 eV the cubic lattice constant comes out as 5.382 Å. With a list of about 345 plane waves per k-point, chosen at 246.5 eV and then kept unchanged, it comes out as 5.349 Å. The functional, pseudopotential and k-mesh are the same, and both cells report no pressure, yet the second is 0.61 percent shorter.

At 5.382 Å the short list reports $-1.92$ GPa where the long one reports zero. This difference is the Pulay stress. Dividing it by three times the bulk modulus, 99.0 GPa, predicts a shrinkage of 0.65 percent. These notes derive that estimate and its first correction, which brings it to 0.60 percent.

**Conventions.** Pressure is $P=-dE/dV$, positive in compression. $E$ and $V$ refer to the primitive cell, so $V=a^3/4$ with $a$ the cubic lattice constant. The algebra is in atomic units. The subscript $N$ marks a quantity computed with a fixed list of plane waves. The converged energy and pressure are $E$ and $P$, and $V_0$ is the volume where $P=0$. The Pulay pressure is

$$p(V)=P(V)-P_N(V),$$

positive when the reported pressure is too low. Its value at $V_0$ is $p_0$.

## Why a fixed list reports too low a pressure

A plane wave is labelled by integers that multiply the reciprocal lattice vectors. These vectors scale as $1/a$, so the kinetic energy $|\mathbf k+\mathbf G|^2/2$ of a given label scales as $a^{-2}\propto V^{-2/3}$. A list that is complete up to $E_{c0}$ at $V_0$ is therefore complete at volume $V$ up to

$$E_c(V)=E_{c0}\left(\frac{V_0}{V}\right)^{2/3},\qquad \frac{d\ln E_c}{dV}=-\frac{2}{3V}.$$

Compression raises the effective cutoff. Let $F(V,\ln E_c)$ be the energy at a stated cutoff, smoothed over the small jumps that occur when a shell of plane waves enters. The fixed-list energy is $E_N(V)=F(V,\ln E_c(V))$, and the chain rule gives

$$\frac{dE_N}{dV}=\left.\frac{\partial F}{\partial V}\right|_{E_c}-\frac{2}{3V}\frac{\partial F}{\partial\ln E_c}.$$

At fixed volume a larger list contains the smaller one, so the minimum energy cannot rise with cutoff and $\partial F/\partial\ln E_c\le 0$. Changing the overall sign to obtain pressures,

$$P_N=P_{E_c}-\frac{2}{3V}\left|\frac{\partial F}{\partial\ln E_c}\right|,\qquad(1)$$

where $P_{E_c}=-\partial F/\partial V|_{E_c}$ is the pressure at constant cutoff. Under compression the fixed-list energy is lowered for a reason unrelated to the crystal: the resolution of the list improves. The reported pressure is reduced by this lowering per unit of volume removed.

Equation (1) was tested with lists rebuilt at three volumes, $V_0$ and $V_0\pm12$ percent, and averaged over cutoffs from 136 to 272 eV. The mean constant-cutoff pressure, from total energies alone, is 2.86 GPa. The mean reported pressure is $-2.83$ GPa. The gap of 5.68 GPa compares with 5.61 GPa from the last term of (1), a ratio of 1.01. A different sampling, with eleven cutoffs and volumes $V_0$ and $V_0\pm8$ percent, gives 1.05, so the test confirms (1) to about 5 percent.

### The cutoff slope is not the whole Pulay pressure

It is tempting to identify $p$ with the last term of (1). That would require $P_{E_c}$ to be converged. Write $F=E+\delta$, where $\delta\ge0$ is the basis error. Then $P_N=P-d\delta/dV$ along the fixed list, and

$$p=\left.\frac{d\delta}{dV}\right|_N=\frac{2}{3V}\left|\frac{\partial\delta}{\partial\ln E_c}\right|+\left.\frac{\partial\delta}{\partial V}\right|_{E_c}.\qquad(2)$$

The scan of cutoffs at $V_0$ shows the size of the second term. The energy falls by 1.378 eV per cell between 136.1 and 272.1 eV, an interval of $\ln 2=0.693$ in $\ln E_c$. With $V_0=5.382^3/4=38.97$ Å$^3$ and 1 eV/Å$^3=160.2$ GPa, the mean of the first term is

$$\frac{2}{3}\,\frac{1.378}{38.97\times0.693}\times160.2\ \text{GPa}=5.45\ \text{GPa}.$$

The mean Pulay pressure over the same window, from the eight values in the numerical output with half weight at the ends, is 4.05 GPa. The second term is thus about $-1.4$ GPa. Part of this is due to the reference: its pressure at $V_0$ rises by 0.20 GPa when its cutoff goes from 381 to 544 eV, which would raise every $p$ by that amount. About $-1.2$ GPa remains.

The negative sign means that, at fixed cutoff, the basis error grows under compression. In this window the cutoff slope alone overestimates the Pulay pressure by roughly 30 percent. The safer measurement is the definition: the difference between the pressures reported with a high and a working cutoff in the same cell.

### What the reported pressure differentiates

The pressure is evaluated by scaling the cell while the orbital coefficients $c$ stay fixed. This gives the derivative of the relaxed energy $E_N(V)=\min_c\mathcal E(c,V)$, because

$$\frac{dE_N}{dV}=\frac{\partial\mathcal E}{\partial V}+\frac{\partial\mathcal E}{\partial c}\cdot\frac{dc}{dV},$$

and the last term vanishes. The plane waves are normalized in the cell, so with a norm-conserving pseudopotential, as used here, the orthonormality condition on $c$ does not involve $V$. (With ultrasoft or PAW potentials the overlap depends on the cell and contributes a term of its own to the pressure.) The change $dc/dV$ is then an allowed variation, along which $\mathcal E$ is stationary at its minimum.

At $V_0$ the frozen coefficients give $-1.92$ GPa. Relaxed energies at lattice constants 0.65 percent to either side give $-1.90$ GPa. The reported pressure is therefore the correct derivative of the fixed-list energy. The fault lies in that energy curve, not in its differentiation.

## Leading order

The relaxation stops at the volume $V_*$ where $P_N=0$. By the definition of $p$,

$$P(V_*)=p(V_*).\qquad(3)$$

The crystal rests where its converged pressure equals the Pulay pressure, as if a piston pressed on it. I take the Pulay stress to be isotropic, as cubic symmetry requires, so that the cell stays cubic. In the numerical test only $a$ is varied, so the cell is cubic by construction. This restriction matters there: the 2×2×2 mesh, a single shifted grid along the primitive reciprocal vectors, lacks the full cubic symmetry and leaves a shear stress of about 7 GPa at $V_0$. The shear is nearly the same for the short and long lists, so it cancels in the Pulay stress. The same mesh leaves a force of about 0.05 eV/Å on each atom along [111], so the atoms are held at their ideal sites. A relaxation that is free to change the cell shape or move the atoms needs a k-mesh with cubic symmetry.

Let $u=\ln(V/V_0)$ and let $B=-V\,dP/dV$ be the converged bulk modulus at $V_0$. The small parameter is

$$x=\frac{p_0}{B}.$$

To first order $P=-Bu$, and $p$ may be replaced by $p_0$. Equation (3) gives $u=-x$. Since $V\propto a^3$, $\ln(a/a_0)=u/3$, and

$$\frac{\Delta a}{a_0}\simeq-\frac{p_0}{3B}.\qquad(4)$$

For $p_0=2$ GPa and $B=98$ GPa, $x=0.0204$. The volume shrinks by 2.04 percent and the lattice constant by 0.68 percent. On a lattice constant of roughly 5.4 Å this is 0.037 Å, or 0.0037 nm.

## The first correction

Three effects enter at relative order $x$: the crystal stiffens as it is compressed, the Pulay pressure changes along the way, and the step from volume to length is not linear.

**Stiffening.** From the definition of $B$, $dP/du=-B(u)$. With $B'=dB/dP$ at $V_0$, a second differentiation gives

$$\frac{d^2P}{du^2}=-\frac{dB}{du}=-B'\frac{dP}{du}=B'B .$$

Hence $P=-Bu+\tfrac12BB'u^2+O(u^3)$. For $u<0$ and $B'>0$ both terms are positive, so a given pressure is reached at a smaller compression.

**Change of the Pulay pressure.** Define $t=d\ln p/d\ln V$ at $V_0$ with the list fixed. Then $p=p_0(1+tu)+O(u^2)$. The exponent follows from two bulk moduli. Applying $V\,d/dV$ to $p=P-P_N$ gives

$$t\,p_0=-B+B_N\quad\Longrightarrow\quad t=\frac{B_N-B}{p_0},\qquad(5)$$

where $B_N=-V\,dP_N/dV$ at $V_0$. A positive $t$ means that the Pulay pressure fades as the cell shrinks.

**Solving the balance.** Insert both expansions in (3) and divide by $B$:

$$-u+\tfrac12B'u^2=x(1+tu)+O(x^3).$$

Set $u=-x+u_2$ with $u_2$ of order $x^2$. The terms of order $x$ cancel, and those of order $x^2$ give

$$-u_2+\tfrac12B'x^2=-t x^2\quad\Longrightarrow\quad u_2=x^2\left(\tfrac12B'+t\right).$$

**From volume to length.** Expanding $a/a_0=e^{u/3}$ gives $\Delta a/a_0=u/3+u^2/18+\dots$, so

$$\frac{\Delta a}{a_0}=-\frac x3+\frac{x^2}{3}\left(\frac{B'}2+t\right)+\frac{x^2}{18}+O(x^3).$$

Taking out the factor $-x/3$,

$$\boxed{\frac{\Delta a}{a_0}=-\frac{x}{3}\left[1-x\left(\frac{B'}{2}+\frac16+t\right)\right]+O(x^3)}\qquad(6)$$

The value of $t$ to use depends on where the Pulay pressure was measured. If $p$ is known at the final cell, the right side of (3) is a given number and (6) holds with $t=0$. If it is known at the converged cell, $t$ must be kept.

## Reading the silicon numbers

The 381 eV reference supplies $B=99.0$ GPa and $B'=4.03$. The fixed list chosen at 246.5 eV supplies $p_0=1.922$ GPa and $B_N=101.4$ GPa. Then

$$x=\frac{1.922}{99.0}=0.0194,\qquad t=\frac{101.4-99.0}{1.922}\approx1.25 .$$

The leading term is $-x/3=-0.647$ percent. The bracket is

$$1-0.0194\,(2.02+0.17+1.25)=1-0.067=0.933,$$

and the corrected shrinkage is 0.604 percent. The relaxation itself gives 0.608 percent. The leading formula is 6 percent too large relative to the actual shrinkage; the corrected one is within 1 percent of it. Stiffening supplies more than half of the correction and the fading Pulay pressure about a third.

The exponent $t$ is the least certain input, being a small difference of two large moduli. The two moduli above were fitted over different ranges of $a$; fitted over one range, $\pm0.8$ percent, they are 98.7 and 101.4 GPa and $t$ is about 1.4. Against a 544 eV reference $t$ is about 1.55, and (6) gives 0.668 percent where the relaxation gives 0.675. An error of 0.5 GPa in either modulus changes $t$ by 0.26, and this change of $t$ alters the shrinkage by only about 0.5 percent of itself.

### A constant Pulay pressure

If $p$ does not vary and $B'$ is constant, the balance can be solved in closed form. Then $B(P)=B+B'P$ and $dP/d\ln V=-(B+B'P)$. Separating variables and integrating from zero pressure to $p_0$,

$$\ln\frac{V_*}{V_0}=-\int_0^{p_0}\frac{dP}{B+B'P}=-\frac1{B'}\ln(1+B'x),$$

so that

$$\frac{a_*}{a_0}=(1+B'x)^{-1/(3B')}.\qquad(7)$$

The expansion parameter is visibly $B'x$, not $x$ alone. For 2 GPa, 98 GPa and a rough $B'=4$, $B'x=0.082$ and (7) gives $-0.652$ percent. Minimizing $E+p_0V$ with a Birch–Murnaghan energy, a different equation of state with the same $B$ and $B'$, also gives $-0.652$ percent. Formula (6) with $t=0$ gives $-0.650$ percent.

If the 2 GPa refers to the converged cell and $t=1.25$ is carried over from the example, the bracket in (6) becomes $1-0.0204\times3.42=0.930$ and the shrinkage is 0.63 percent. The first correction thus lowers the leading estimate of 0.68 percent to between 0.63 and 0.65 percent, depending on where the 2 GPa was measured.

### Where the expansion wears out

The lowest cutoff in the scan, 136 eV, has a Pulay pressure of 6.8 GPa, so $x=0.069$ and $B'x=0.28$. The leading formula gives a shrinkage of 2.3 percent. With $p$ held constant, (6) gives 1.95 percent and (7) gives 2.0 percent. The leading term is now about 15 percent too large even before the variation of $p$ is included. That variation was not measured at this cutoff, so none of these values is a prediction for an actual relaxation there.

## What restarting and correcting achieve

Suppose the relaxed cell is taken as a new start and the list is rebuilt at the same nominal cutoff. The old list had an effective cutoff higher by the factor $e^{-2u/3}$; the new one does not. The pressure reported at $V_*$ changes from zero to the old Pulay pressure minus the new one:

$$P_N^{\rm new}(V_*)=p(V_*,E_c)-p(V_*,E_{c0})\simeq-\frac{2u}{3}\,\frac{\partial p}{\partial\ln E_c}.$$

From the scan, $p$ falls from 2.775 to 1.269 GPa between 223.2 and 272.1 eV, so $\partial\ln p/\partial\ln E_c\approx-0.78/0.198=-3.9$. With $u=-0.018$ and $p=1.92$ GPa, the new reported pressure is about $-0.09$ GPa. Within this smoothed estimate, the restarted cell shrinks by a further 0.03 percent instead of recovering the missing 0.61. Plane waves leave the list in whole shells, so the actual step differs: the list rebuilt at $V_*$ has 332 and 338 plane waves instead of 344 and 346 and reports $-0.15$ GPa, a further shrinkage of about 0.045 percent. Agreement between successive restarts at one cutoff shows that the list and the cell are consistent with each other; it does not show that the lattice constant is converged.

Adding a measured Pulay pressure to the reported one does remove the leading error. Let it be measured with the same list at a nearby cell, where $u=u_1$, and then held constant. The relaxation now stops where $P_N+p(u_1)=0$, or $P=p(u)-p(u_1)$. To lowest order this reads $-Bu=p_0t(u-u_1)$, hence

$$u=\frac{xt}{1+xt}\,u_1\approx xt\,u_1 .$$

For the example, a measurement in a cell whose volume is 2 percent too small leaves an error of $0.0194\times1.25\times2=0.05$ percent in volume, or 0.016 percent in length. If the list is instead rebuilt in that nearby cell to measure $p$, the relaxed length comes out 0.03 percent too long. In both cases the error is small beside the original 0.61 percent, provided the high-cutoff pressure used to measure $p$ is itself converged. Raising the working cutoff reduces $p$ at its source.

## Beside real silicon

The bulk modulus of 98 GPa and lattice constant of 5.4 Å are rough values for real silicon near room temperature. Two figures are too few to measure the error of the LDA lattice constant, so the Pulay error is judged here against the high-cutoff LDA cell. The calculation also leaves out the motion of the nuclei. Thermal expansion up to 300 K, with a rough coefficient of $2.6\times10^{-6}$ K$^{-1}$ applied over the whole range, is at most about 0.08 percent; zero-point motion is left out and was not sized. The formulas above also assume a free cubic cell. In a (001) film clamped to its substrate, the in-plane lengths cannot respond, and a fixed-list relaxation of the normal length stops, to leading order, at a true normal strain of $-p/C_{11}$. With a rough $C_{11}$ of 170 GPa, a 2 GPa Pulay stress shortens that length by 1.2 percent, about 1.7 times the leading value for the free cell.

The numerical convergence sets the weight of the reference values. Raising the reference cutoff to 435 eV would lengthen the lattice constant by 0.045 percent, and raising it to 544 eV by about 0.07 percent. The larger step adds 0.20 GPa to the reference pressure at $V_0$, so the Pulay pressure of the short list, 1.92 GPa against the 381 eV reference, becomes about 2.12 GPa. The bulk modulus of 99.0 GPa falls by about 1.5 GPa at 544 eV, and by about 0.5 GPa when the 4×4×4 mesh is used at 381 eV, each taken at its own zero-pressure volume. With the 544 eV values the leading estimate (4) is 0.73 percent instead of 0.65. Going from a 2×2×2 to a 4×4×4 k-mesh, at 202 eV, lowers the pressure by 0.41 GPa, equivalent to a lattice constant shorter by 0.14 percent. The Pulay pressure depends on the mesh too: its drop between 136 and 202 eV is 3.2 GPa on the coarse mesh and 3.5 GPa on the fine one, a change of about 9 percent. At 246.5 eV, against the 381 eV reference, it is about 2.00 GPa on the fine mesh instead of 1.92 GPa. At 381 eV the 4×4×4 and 6×6×6 meshes both lower the pressure at $V_0$ by 0.35 GPa, a lattice constant shorter by 0.12 percent, and raising the cutoff from 544 to 707 eV adds a further 0.03 GPa. The cutoff and mesh shifts are each about a tenth of a percent in the reference lattice constant within LDA, and they have opposite signs. The comparison of (6) with the relaxation is sharper, because both sides use one mesh and one reference.

For a cell that is not cubic, (4) must be replaced by the elastic response to the full Pulay stress tensor, and the shape changes as well as the size. For a cubic crystal with $B'p_0/B\ll1$, (4) also sets the tolerance: a lattice constant wanted to 0.1 percent in a material with $B=98$ GPa requires a Pulay pressure below $3\times98\times0.001\approx0.3$ GPa.

## Computed values

```
HEADLINE ESTIMATE
input Pulay pressure: 2.0 GPa; bulk modulus: 98.0 GPa
input rough lattice constant: 5.43 angstrom; rough B': 4.0
linear volume change: -2.041 percent
linear lattice change: -0.680 percent
linear lattice change: -0.0369 angstrom
equation-of-state lattice change: -0.652 percent
SILICON, LDA, REFERENCE
reference cutoff: 381.0 eV
lattice constant: 5.3820 angstrom
bulk modulus: 99.0 GPa; B': 4.03
pressure shift at cutoff 435.4 eV: 0.132 GPa
same shift as lattice change: 0.045 percent
CUTOFF SCAN: cutoff (eV), energy above last (eV/cell), Pulay (GPa)
  136.1  1.3783  6.816
  150.2  1.0946  6.242
  165.9  0.8190  5.379
  183.1  0.5271  4.390
  202.2  0.3219  3.617
  223.2  0.1802  2.775
  246.5  0.0729  1.922
  272.1  0.0000  1.269
window mean, constant-cutoff pressure: 2.859 GPa
window mean, reported pressure: -2.825 GPa
window mean, cutoff-slope term: 5.609 GPa
pressure gap / cutoff-slope term: 1.013
energy drop / cutoff-only Pulay law, slope: 1.375
FIXED-BASIS RELAXATION
chosen cutoff: 246.5 eV
plane waves at the k-points: [344, 346]
Pulay pressure at start: 1.922 GPa
reported pressure at start: -1.922 GPa
pressure from energy differences: -1.904 GPa
relaxed lattice constant: 5.3492 angstrom
reported pressure after relaxation: -0.000 GPa
actual lattice change: -0.608 percent
linear formula: -0.647 percent
second-order formula: -0.604 percent
fixed-basis bulk modulus: 101.4 GPa
Pulay volume exponent t: 1.25
MESH CHECK AND NEGLECTED EFFECTS
cutoffs compared: 136.1 and 202.2 eV
Pulay difference, 2x2x2 mesh: 3.199 GPa
Pulay difference, 4x4x4 mesh: 3.499 GPa
pressure shift from denser mesh: -0.412 GPa
same shift as lattice change: -0.139 percent
LDA lattice constant against rough input: -0.88 percent
rough expansion coefficient: 2.6e-06 1/K; temperature: 300 K
thermal expansion, upper estimate: 0.078 percent
```
